# Why a Shallow Acceptor Is Not a Mirror-Image Donor: a program that tests the result

```python
"""Shallow acceptor at a J=3/2 valence edge: fourfold ground level with d-wave.

Result under test, in effective units (length a*, energy Ry*):
    H = k^2 - mu [ (k.J)^2 - 5/4 k^2 ] - 2/r
has a fourfold ground level F=3/2 with s weight 1-w2 and d weight w2 > 0.
Inside it J acts as (1-4 w2/5) F, and Jz^2-5/4 as (1-8 w2/5)(Fz^2-5/4).
gamma1, gamma2, gamma3: Luttinger parameters; eps: relative permittivity;
mu = 2 gamma/gamma1 with gamma = (2 gamma2 + 3 gamma3)/5.
The radial two-channel equations (Laguerre basis) are compared with the full
four-component problem in three-dimensional Gaussians, which never uses F.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gamma as gamma_fn, roots_laguerre

# ---------------------------------------------------------------- parameters
gamma1, gamma2, gamma3, eps = 5.0, 1.0, 1.5, 12.0
gamma_s = (2 * gamma2 + 3 * gamma3) / 5
mu = 2 * gamma_s / gamma1
mu_max = 2 * max(gamma2, gamma3) / gamma1
ry_mev = physical_constants["Rydberg constant times hc in eV"][0] * 1e3
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
ry_eff = ry_mev / (gamma1 * eps**2)
a_eff = bohr_nm * gamma1 * eps


# ------------------------------------------------- radial two-channel problem
def laguerre_derivative(n, a, x, order):
    """order-th derivative of the associated Laguerre polynomial L_n^(a)."""
    if n < order:
        return np.zeros_like(x)
    return (-1) ** order * eval_genlaguerre(n - order, a + order, x)


def radial_ground(mu_value, size=28, beta=1.3):
    """Lowest energy and d weight from the coupled equations for f0 and f2."""
    x, w = roots_laguerre(80)          # x = 2 beta r, weight exp(-x)
    s, ds, dds, d, dd = [], [], [], [], []
    for n in range(size):
        p0, p1, p2 = (laguerre_derivative(n, 2, x, q) for q in range(3))
        norm = 1 / np.sqrt(np.sum(w * x**2 * p0**2))
        s.append(norm * p0)
        ds.append(norm * (p1 - p0 / 2))
        dds.append(norm * (p2 - p1 + p0 / 4))
        q0 = x * laguerre_derivative(n, 4, x, 0)
        q1 = (laguerre_derivative(n, 4, x, 0)
              + x * laguerre_derivative(n, 4, x, 1))
        norm = 1 / np.sqrt(np.sum(w * x**2 * q0**2))
        d.append(norm * q0)
        dd.append(norm * (q1 - q0 / 2))
    s, ds, dds, d, dd = map(np.array, (s, ds, dds, d, dd))
    k2 = (2 * beta) ** 2
    h_ss = k2 * (ds * w * x**2) @ ds.T - 4 * beta * (s * w * x) @ s.T
    h_dd = (k2 * ((dd * w * x**2) @ dd.T + 6 * (d * w) @ d.T)
            - 4 * beta * (d * w * x) @ d.T)
    h_ds = mu_value * k2 * (d * w * x**2) @ (dds - ds / x).T
    energy, vec = eigh(np.block([[h_ss, h_ds.T], [h_ds, h_dd]]))
    return energy[0], np.sum(vec[size:, 0] ** 2)


# ------------------------------------- three-dimensional Gaussian matrices
def multiply(p, q):
    out = {}
    for a, ca in p.items():
        for b, cb in q.items():
            key = tuple(i + j for i, j in zip(a, b))
            out[key] = out.get(key, 0.0) + ca * cb
    return out


def differentiate(p, axis):
    out = {}
    for a, c in p.items():
        if a[axis] > 0:
            b = list(a)
            b[axis] -= 1
            out[tuple(b)] = c * a[axis]
    return out


AXES = [{(1, 0, 0): 1.0}, {(0, 1, 0): 1.0}, {(0, 0, 1): 1.0}]
POLYS = [{(0, 0, 0): 1.0}] + AXES + [
    {(1, 1, 0): 1.0}, {(0, 1, 1): 1.0}, {(1, 0, 1): 1.0},
    {(2, 0, 0): 1.0, (0, 2, 0): -1.0},
    {(0, 0, 2): 2.0, (2, 0, 0): -1.0, (0, 2, 0): -1.0}]
alpha = 0.03 * 2.4 ** np.arange(13)
n_exp = len(alpha)
p_sum = alpha[:, None] + alpha[None, :]


def integral(poly, power=0):
    """Integral of poly * r^power * exp(-p r^2) over space, all exponents."""
    total = np.zeros_like(p_sum)
    for a, c in poly.items():
        if c == 0 or any(i % 2 for i in a):
            continue
        deg = sum(a)
        angular = (2 * np.prod([gamma_fn((i + 1) / 2) for i in a])
                   / gamma_fn((deg + 3) / 2))
        t = (deg + 3 + power) / 2
        total += c * angular * gamma_fn(t) / 2 * p_sum ** (-t)
    return total


def assemble(block):
    return np.block([[block(p, q) for q in POLYS] for p in POLYS])


def kk_block(a, b):
    def block(p, q):
        dp, dq = differentiate(p, a), differentiate(q, b)
        xp, xq = multiply(AXES[a], p), multiply(AXES[b], q)
        ai, aj = alpha[:, None], alpha[None, :]
        return (integral(multiply(dp, dq))
                - 2 * ai * integral(multiply(xp, dq))
                - 2 * aj * integral(multiply(dp, xq))
                + 4 * ai * aj * integral(multiply(xp, xq)))
    return block


overlap = assemble(lambda p, q: integral(multiply(p, q)))
scale = 1 / np.sqrt(np.diag(overlap))
to_ortho = np.linalg.inv(
    np.linalg.cholesky(overlap * np.outer(scale, scale))) * scale


def ortho(m):
    return to_ortho @ m @ to_ortho.T


coulomb = ortho(assemble(lambda p, q: integral(multiply(p, q), -1)))
KK = {(a, b): ortho(assemble(kk_block(a, b)))
      for a in range(3) for b in range(a, 3)}
k_squared = KK[0, 0] + KK[1, 1] + KK[2, 2]
poly_label = np.repeat(np.arange(len(POLYS)), n_exp)

# spin-3/2 matrices
m_values = np.array([1.5, 0.5, -0.5, -1.5])
j_plus = np.diag(np.sqrt(15 / 4 - m_values[1:] * (m_values[1:] + 1)), 1)
J = [(j_plus + j_plus.T) / 2, (j_plus - j_plus.T) / 2j, np.diag(m_values)]
I4 = np.eye(4)
quad_z = J[2] @ J[2] - 1.25 * I4
I_space = np.eye(len(k_squared))


def luttinger(kk, g2, g3):
    """Kinetic energy in units of gamma1; kk holds numbers or matrices."""
    out = 0
    for (a, b), k_ab in kk.items():
        if a == b:
            spin = (1 + 2.5 * g2) * I4 - 2 * g2 * J[a] @ J[a]
        else:
            spin = -2 * g3 * (J[a] @ J[b] + J[b] @ J[a])
        out = out + np.kron(k_ab, spin)
    return out


def lowest(h, count=8):
    return eigh(h, subset_by_index=[0, count - 1])


def weight(vectors, first, last, spin_size):
    label = np.repeat(poly_label, spin_size)
    chosen = (label >= first) & (label <= last)
    return np.sum(abs(vectors[chosen]) ** 2) / vectors.shape[1]


# --------------------------------------------------- spherical acceptor
e_rad, w_rad = radial_ground(mu)
e_small, w_small = radial_ground(mu, size=18)
assert abs(e_rad - e_small) < 1e-5 and abs(w_rad - w_small) < 1e-4
e_zero, w_zero = radial_ground(0.0)
assert abs(e_zero + 1) < 1e-8 and w_zero < 1e-12

g_sph = gamma_s / gamma1
h_sph = luttinger(KK, g_sph, g_sph) - 2 * np.kron(coulomb, I4)
e_sph, v_sph = lowest(h_sph)
ground = v_sph[:, :4]
w_sph = weight(ground, 4, 8, 4)
assert np.ptp(e_sph[:4]) < 1e-8 and e_sph[4] - e_sph[3] > 0.1
# finite Gaussian set: the cusp at the nucleus limits the agreement
assert abs(e_sph[0] - e_rad) < 1e-3 and abs(w_sph - w_rad) < 1e-3
assert weight(ground, 1, 3, 4) < 1e-10 and w_sph > 0.01

# without heavy-light coupling: still fourfold, but no d part
e_un, v_un = lowest(luttinger(KK, 0.0, 0.0) - 2 * np.kron(coulomb, I4))
assert np.ptp(e_un[:4]) < 1e-8 and abs(e_un[0] + 1) < 1e-3
assert e_un[4] - e_un[3] > 0.1 and weight(v_un[:, :4], 4, 8, 4) < 1e-10

# spin and quadrupole operators projected on the ground level
jz_proj = np.linalg.eigvalsh(
    ground.conj().T @ np.kron(I_space, J[2]) @ ground)
quad_proj = np.linalg.eigvalsh(
    ground.conj().T @ np.kron(I_space, quad_z) @ ground)
spin_factor, strain_factor = 1 - 0.8 * w_rad, 1 - 1.6 * w_rad
assert np.allclose(jz_proj, spin_factor * np.sort(m_values), atol=2e-3)
assert np.allclose(quad_proj, strain_factor * np.array([-1, -1, 1, 1]),
                   atol=2e-3)

# a finite strain term, solved without perturbation theory
edge_split = 0.2                                   # meV, equals 2 delta
delta = edge_split / 2 / ry_eff
e_str, _ = lowest(h_sph + delta * np.kron(I_space, quad_z))
level_split = (e_str[2] - e_str[0]) * ry_eff
assert abs(e_str[1] - e_str[0]) < 1e-8 and abs(e_str[3] - e_str[2]) < 1e-8
# remaining difference is second order in delta
assert abs(level_split / (edge_split * strain_factor) - 1) < 0.01

# ------------------------------------------------------- cubic acceptor
h_cub = (luttinger(KK, gamma2 / gamma1, gamma3 / gamma1)
         - 2 * np.kron(coulomb, I4))
e_cub, v_cub = lowest(h_cub)
w_t2, w_e = weight(v_cub[:, :4], 4, 6, 4), weight(v_cub[:, :4], 7, 8, 4)
assert np.ptp(e_cub[:4]) < 1e-8 and e_cub[4] - e_cub[3] > 0.1
assert e_cub[0] <= e_sph[0] + 1e-9
# the s block sees only the scalar kinetic energy
s_block = h_cub[:4 * n_exp, :4 * n_exp]
scalar = (k_squared - 2 * coulomb)[:n_exp, :n_exp]
assert np.allclose(s_block, np.kron(scalar, I4), atol=1e-7)

# lower bound of the kinetic energy over directions, and the level count
rng = np.random.default_rng(4)
directions = np.vstack([rng.normal(size=(2000, 3)), [[1, 1, 1], [1, 0, 0]]])
directions /= np.linalg.norm(directions, axis=1)[:, None]
kin_min = min(
    np.linalg.eigvalsh(luttinger(
        {(a, b): np.array([[n[a] * n[b]]]) for a, b in KK},
        gamma2 / gamma1, gamma3 / gamma1))[0] for n in directions)
assert abs(kin_min - (1 - mu_max)) < 1e-10 and mu_max < 0.75
threshold = -1 / (4 * (1 - mu_max))
assert e_cub[3] < threshold < e_cub[4] and threshold > -1

# ------------------------------------- donor in one anisotropic valley
inverse_mass_ratio = 0.2
h_don = (KK[0, 0] + KK[1, 1] + inverse_mass_ratio * KK[2, 2] - 2 * coulomb)
e_don, v_don = lowest(np.kron(h_don, np.eye(2)))
w_don = weight(v_don[:, :2], 4, 8, 2)
assert abs(e_don[1] - e_don[0]) < 1e-8 and e_don[2] - e_don[1] > 0.1
assert w_don > 1e-3
_, v_iso = lowest(np.kron(k_squared - 2 * coulomb, np.eye(2)))
assert weight(v_iso[:, :2], 4, 8, 2) < 1e-10


def multiplicity(levels):
    return int(np.sum(levels - levels[0] < 1e-6))


# ---------------------------------------------------------------- output
print(f"gamma1, gamma2, gamma3 = {gamma1}, {gamma2}, {gamma3}")
print(f"relative permittivity = {eps}")
print(f"spherical gamma = {gamma_s:.3f}, mu = {mu:.3f}")
print(f"largest directional coupling mu_max = {mu_max:.3f}")
print(f"effective Rydberg Ry* = {ry_eff:.3f} meV")
print(f"effective Bohr radius a* = {a_eff:.3f} nm")
print("radial solution, spherical model:")
for mu_value in (0.0, 0.2, 0.4, mu, 0.6, 0.7):
    e_val, w_val = radial_ground(mu_value)
    print(f"  mu = {mu_value:.2f}: E = {e_val:.4f} Ry*, "
          f"d weight = {w_val:.4f}")
print(f"s-only binding energy = {-e_zero * ry_eff:.2f} meV")
print(f"coupled binding energy = {-e_rad * ry_eff:.2f} meV")
print(f"3D Gaussian energy, spherical = {e_sph[0]:.4f} Ry*")
print(f"3D Gaussian d weight, spherical = {w_sph:.4f}")
print(f"ground multiplicity, mu = 0: {multiplicity(e_un)}")
print(f"ground multiplicity, spherical: {multiplicity(e_sph)}")
print(f"ground multiplicity, cubic: {multiplicity(e_cub)}")
print(f"cubic energy (L up to 2) = {e_cub[0]:.4f} Ry*")
print(f"cubic binding energy (L up to 2) = {-e_cub[0] * ry_eff:.2f} meV")
print(f"cubic d weight: t2 part = {w_t2:.4f}, e part = {w_e:.4f}")
print(f"bound for all further levels, cubic = {threshold:.4f} Ry*")
print(f"fifth computed level, cubic = {e_cub[4]:.4f} Ry*")
print(f"spin factor 1-4w2/5 = {spin_factor:.4f}")
print(f"largest projected Jz, 3D = {jz_proj[-1]:.4f} hbar")
print(f"strain factor 1-8w2/5 = {strain_factor:.4f}")
print(f"projected Jz^2-5/4, 3D = {quad_proj[-1]:.4f}")
print(f"band-edge strain splitting = {edge_split:.3f} meV")
print(f"first-order level splitting = {edge_split*strain_factor:.4f} meV")
print(f"computed level splitting, 3D = {level_split:.4f} meV")
print(f"ground multiplicity, strained: {multiplicity(e_str)}")
print(f"donor inverse-mass ratio = {inverse_mass_ratio}")
print(f"donor ground multiplicity: {multiplicity(e_don)}")
print(f"donor d weight (L up to 2) = {w_don:.4f}")
print("success")
```

Output:

```
gamma1, gamma2, gamma3 = 5.0, 1.0, 1.5
relative permittivity = 12.0
spherical gamma = 1.300, mu = 0.520
largest directional coupling mu_max = 0.600
effective Rydberg Ry* = 18.897 meV
effective Bohr radius a* = 3.175 nm
radial solution, spherical model:
  mu = 0.00: E = -1.0000 Ry*, d weight = 0.0000
  mu = 0.20: E = -1.0374 Ry*, d weight = 0.0170
  mu = 0.40: E = -1.1708 Ry*, d weight = 0.0693
  mu = 0.52: E = -1.3318 Ry*, d weight = 0.1191
  mu = 0.60: E = -1.5029 Ry*, d weight = 0.1607
  mu = 0.70: E = -1.8570 Ry*, d weight = 0.2231
s-only binding energy = 18.90 meV
coupled binding energy = 25.17 meV
3D Gaussian energy, spherical = -1.3318 Ry*
3D Gaussian d weight, spherical = 0.1191
ground multiplicity, mu = 0: 4
ground multiplicity, spherical: 4
ground multiplicity, cubic: 4
cubic energy (L up to 2) = -1.3481 Ry*
cubic binding energy (L up to 2) = 25.48 meV
cubic d weight: t2 part = 0.0953, e part = 0.0282
bound for all further levels, cubic = -0.6250 Ry*
fifth computed level, cubic = -0.4316 Ry*
spin factor 1-4w2/5 = 0.9047
largest projected Jz, 3D = 1.3571 hbar
strain factor 1-8w2/5 = 0.8094
projected Jz^2-5/4, 3D = 0.8094
band-edge strain splitting = 0.200 meV
first-order level splitting = 0.1619 meV
computed level splitting, 3D = 0.1619 meV
ground multiplicity, strained: 2
donor inverse-mass ratio = 0.2
donor ground multiplicity: 2
donor d weight (L up to 2) = 0.0679
success
```
